# Equilibrium Strain of a Film Relaxed by Misfit Dislocation Arrays

## Definitions and conventions

A film of thickness \(h\) lies on a semi-infinite substrate. Both are isotropic, with the same shear modulus \(\mu\) and Poisson ratio \(\nu\), \(0<\nu<1/2\). The depth \(z\) is measured from the flat free surface, so the interface is at \(z=h\). A coherent film has equal in-plane strains \(f>0\), the misfit.

Two orthogonal, regular arrays of edge dislocations lie in the interface. Their Burgers vectors have length \(b\) and lie in the plane. Each array has spacing \(p\) and line density \(n=1/p\), and reduces the mean film strain across its lines by \(bn\). The residual strain is
\[
\varepsilon=f-bn .
\]
The common density \(n\) adjusts to minimise the energy per area \(e(n)\); barriers to nucleation and glide are left out. Equal density of the two arrays is imposed. Close to the critical thickness this is not the lowest state, as shown in the section on the onset of relaxation.

Zero normal stress requires \(\varepsilon_{zz}=-2\nu\varepsilon/(1-\nu)\). The in-plane stress is then \(M\varepsilon\), and the energy density, half the sum of stress times strain over two directions, is \(M\varepsilon^2\), with
\[
M=\frac{2\mu(1+\nu)}{1-\nu}.
\]
Further abbreviations are
\[
A=\frac{\mu b^2}{4\pi(1-\nu)},\quad \lambda=\frac{A}{Mb^2}=\frac{1}{8\pi(1+\nu)},\quad L=\ln\frac{\alpha h}{b},\quad q=\frac{4\pi h}{p}.
\]
The number \(\alpha\) represents the core and is defined by the energy \(AL\) per length of an isolated line; both derivations show that this energy has the form \(A\ln h\) plus a constant. It is taken as independent of \(h\) and \(p\), and any extra core energy where lines cross is neglected.

The result to be derived is
\[
\varepsilon=\frac{\lambda b}{h}\,[L+\Gamma(q)],\qquad q=\frac{4\pi h(f-\varepsilon)}{b},\tag{1}
\]
\[
\Gamma=\ln\frac{1-e^{-q}}{q}-\frac32+\frac{3q}{e^q-1}-\frac{5q^2}{8\sinh^2(q/2)}+\frac{q^3\cosh(q/2)}{8\sinh^3(q/2)} .
\]
Without \(\Gamma\), this is inverse thickness times a logarithm of thickness.

Dislocation fields follow from an Airy function \(\phi\), with \(\sigma_{xx}=\phi_{zz}\), \(\sigma_{zz}=\phi_{xx}\), \(\sigma_{xz}=-\phi_{xz}\). The surface is traction-free if \(\phi=\phi_z=0\) at \(z=0\). Energies of dislocations among themselves do not change when all Burgers vectors are reversed, so they are computed for lines that stretch the film. If the film is displaced by \(\Delta(x)\) relative to the substrate, the Burgers density is \(B=d\Delta/dx\).

## First derivation: mean strain and Fourier components

**One component.** Let \(B(x)=B\cos kx\). Take \(\phi=\cos kx\) times
\[
C(z-h)e^{-k|z-h|}+(a+cz)e^{-kz}.
\]
The first term is the field in an infinite body, and the second corrects the surface. Across \(z=h\), \(\sigma_{xx}\) is larger on the film side by \(4kC\cos kx\), while \(\sigma_{zz}\) and \(\sigma_{xz}\) are continuous. In plane strain \(\varepsilon_{xx}=[(1-\nu)\sigma_{xx}-\nu\sigma_{zz}]/2\mu\), and its jump must be \(B\cos kx\), so
\[
C=\frac{\mu B}{2(1-\nu)k}.
\]
The normal displacement has no jump: its second \(x\)-derivative contains \(\partial_x\sigma_{xz}\) and \(\partial_z\varepsilon_{xx}\), both continuous because the first term is odd in \(z-h\).

The surface conditions give
\[
a=Che^{-kh},\qquad c=ka-C(1-kh)e^{-kh}=C(2kh-1)e^{-kh}.
\]
At \(z=h\) the depth derivative of the amplitude is
\[
C+e^{-kh}[c(1-kh)-ka]=C\,F(2kh),\qquad F(y)=1-e^{-y}\left(1-y+\tfrac12y^2\right).
\]
Hence \(\sigma_{xz}=kCF\sin kx\) on the interface, where \(\Delta=(B/k)\sin kx\). The energy per area is half the average of \(\sigma_{xz}\Delta\):
\[
\tfrac14CBF=\tfrac14G(k)B^2,\qquad G(k)=\frac{\mu}{2(1-\nu)k}F(2kh).
\]

**One line.** An isolated line has \(B(x)=(b/\pi)\int_0^\infty\cos kx\,dk\). Its energy is
\[
\frac{b^2}{2\pi}\int_0^\infty G\,dk=A\int_0^\infty F(2kh)\frac{dk}{k},
\]
which diverges at large \(k\) and is cut off by the core. The derivative with respect to \(h\) converges:
\[
\frac{dE}{dh}=2A\int_0^\infty F'(2kh)\,dk=\frac Ah[F(\infty)-F(0)]=\frac Ah .
\]
Integration gives \(E=A\ln h\) plus a constant, which is \(AL\).

**The array.** A regular array has the density
\[
B(x)=bn\Big[1+2\sum_{j\ge1}\cos k_jx\Big],\qquad k_j=2\pi jn .
\]
The constant term changes the mean film strain by \(bn\) and leaves the thick substrate unstrained. Every other component averages to zero at each depth. It therefore has no cross energy with the mean strain. It has none with the other array either, because a function of \(x,z\) is multiplied by one of \(y,z\) and the averages factorise. The arrays interact only through their mean strains, which are contained in \(Mh\varepsilon^2\).

Component \(j\) has amplitude \(2bn\) and energy \(b^2n^2G(k_j)=nAF(jq)/j\), since \(2k_jh=jq\). The sum needs
\[
\sum_{j\ge1}\frac{e^{-jq}}j=-\ln(1-e^{-q}),\quad \sum_{j\ge1} e^{-jq}=\frac1{e^q-1},\quad \sum_{j\ge1} je^{-jq}=\frac1{4\sinh^2(q/2)} .
\]
The remaining sum of \(1/j\), cut off at a fixed core wavelength, is \(\ln p+c_0\) for \(p\) large compared with the core. The energy per line is therefore
\[
A\left[\ln p+c_0+\ln(1-e^{-q})+\frac q{e^q-1}-\frac{q^2}{8\sinh^2(q/2)}\right].
\]
For \(p\to\infty\), \(q\to0\), the bracket tends to \(\ln p+c_0+\ln q+1-\frac12\), which must equal \(L\). Thus \(\ln p+c_0=L-\ln q-\frac12\), and the total energy is
\[
e=Mh(f-bn)^2+2nA[L+g(q)],\tag{2}
\]
\[
g=\ln\frac{1-e^{-q}}q-\frac12+\frac q{e^q-1}-\frac{q^2}{8\sinh^2(q/2)} .
\]

**Minimum.** Since \(q\propto n\), \(d(ng)/dn=d(qg)/dq\equiv\Gamma\), and \(de/dn=0\) reads
\[
Mhb\,\varepsilon=A(L+\Gamma).
\]
Division by \(Mhb\), with \(A/(Mb)=\lambda b\), gives (1). The four terms of \(qg\) have the derivatives
\[
\ln\frac{1-e^{-q}}q+\frac q{e^q-1}-1,\qquad -\frac12,\qquad \frac{2q}{e^q-1}-\frac{q^2}{4\sinh^2(q/2)},
\]
\[
-\frac{3q^2}{8\sinh^2(q/2)}+\frac{q^3\cosh(q/2)}{8\sinh^3(q/2)},
\]
where \(e^q/(e^q-1)^2=1/[4\sinh^2(q/2)]\) was used in the third. Their sum is the stated \(\Gamma\).

## Second derivation: lines, pairs and crossings

This route uses the field of one line in real space. Let \(r_1^2=x^2+(z-h)^2\), \(r_2^2=x^2+(z+h)^2\), and
\[
\phi=K\left[-(z-h)\ln\frac{r_1}{r_2}+\frac{2hz(z+h)}{r_2^2}\right].
\]
Each term is a linear function of \(z\) times a harmonic function, so \(\phi\) is biharmonic. At \(z=0\), \(r_1=r_2\) and \(\phi=0\). There the first term has slope \(-2Kh^2/(x^2+h^2)\) and the second the opposite slope, so the surface is traction-free.

The singular part \(-K(z-h)\ln r_1\) has
\[
\sigma_{xx}=-K\left[\frac{3\zeta}{r_1^2}-\frac{2\zeta^3}{r_1^4}\right],\qquad \zeta=z-h .
\]
Its integral over \(x\) is \(-2\pi K\,\mathrm{sgn}\,\zeta\), while that of \(\sigma_{zz}\) vanishes. The integrated strain jump, film minus substrate, is \((1-\nu)4\pi K/2\mu\). It must equal \(b\), so \(K=\mu b/[2\pi(1-\nu)]\) and \(bK=2A\).

**Line energy.** At \(x=0\) the regular part of \(\phi\) is \(K[(z-h)\ln(z+h)+2hz/(z+h)]\). Its second derivative at \(z=h\) is \(K/h-K/2h=K/2h\), a tension. Lowering the line by \(dh\) removes a strip of width \(b\) against this tension and costs \(bK\,dh/2h=A\,dh/h\). The energy is again \(AL\).

**Pairs.** A second parallel line at distance \(x\) is made by slipping the film by \(b\) beyond \(x\). The work is
\[
W(x)=b\int_x^\infty\sigma_{xz}\,dx'=b\,\phi_z(x,h).
\]
Differentiating \(\phi\) at \(z=h\), where \(r_2^2=x^2+4h^2\), gives
\[
\phi_z=K\left[\frac12\ln\left(1+\frac{4h^2}{x^2}\right)+\frac{6h^2}{r_2^2}-\frac{16h^4}{r_2^4}\right].
\]
With \(t=x^2/4h^2\) the last two terms are \(\frac32/(1+t)-1/(1+t)^2\), so
\[
\frac{W}{A}=\ln\left(1+\frac1t\right)+\frac{1+3t}{(1+t)^2}.\tag{3}
\]
The lines repel. At large distance \(W\to4A/t=16Ah^2/x^2\): the free surface screens the logarithmic interaction of an infinite body.

**Crossings.** A line of the other array is made by removing a slab of width \(b\) from the film along a plane normal to \(y\). This is done against \(\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})\) of the first line. In the film, \(\int\sigma_{xx}dx\) receives \(2\pi K\) from the \(\ln r_1\) term and \(2\pi K\) from the \(\ln r_2\) term. The last term gives zero, because \(\int(z+h)r_2^{-2}dx=\pi\) does not depend on \(z\). The integral of \(\sigma_{zz}\) also vanishes. Each crossing therefore costs
\[
\nu bh\cdot4\pi K=\frac{2\mu\nu b^2h}{1-\nu}.
\]

**Energy balance.** A relaxing line inserts a slab of width \(b\) and height \(h\) into the coherency tension \(Mf\), which releases \(Mhfb\) per length. There are \(2n\) lines per area, \(n^2\) crossings, and one pair sum per line:
\[
e=Mhf^2-2nMhfb+2n\Big[AL+\sum_{m\ge1}W(mp)\Big]+n^2\frac{2\mu\nu b^2h}{1-\nu}.\tag{4}
\]
Because \(W\) depends on \(h/x\) alone, a change of \(n\) acts on it like a change of \(h\). With \(y=2\pi h/p=q/2\) and \(S=\sum_{m\ge1}W(mp)/A\), half of \(de/dn=0\) is
\[
Mhfb=A\left[L+S+y\frac{dS}{dy}\right]+\frac{2\mu\nu b^2hn}{1-\nu}.\tag{5}
\]
The release by one more line pays for its own energy, for the repulsion and for its crossings.

**The sum.** Let \(a=2h\). Differentiation of \(\ln(1+a^2/x^2)\) shows that (3) equals
\[
\frac WA=\left[1+a\partial_a+\tfrac12a^2\partial_a^2\right]\ln\left(1+\frac{a^2}{x^2}\right),
\]
since the second and third terms are \(2a^2/(a^2+x^2)\) and \(a^2(x^2-a^2)/(a^2+x^2)^2\), with sum \((1+3t)/(1+t)^2\). The product formula for \(\sinh\) gives
\[
\sum_{m\ge1}\ln\left(1+\frac{a^2}{m^2p^2}\right)=\ln\frac{\sinh y}{y}\equiv\ell(y),
\]
and therefore \(S=\ell+y\ell'+\frac12y^2\ell''\). Then
\[
S+yS'=\ell+3y\ell'+\tfrac52y^2\ell''+\tfrac12y^3\ell''' .
\]
Insert \(\ell'=\coth y-1/y\), \(\ell''=1/y^2-1/\sinh^2y\) and \(\ell'''=2\cosh y/\sinh^3y-2/y^3\). The constants add to \(-3+\frac52-1=-\frac32\):
\[
S+yS'=\ln\frac{\sinh y}y+3y\coth y-\frac{5y^2}{2\sinh^2y}+\frac{y^3\cosh y}{\sinh^3y}-\frac32 .
\]
With \(y=q/2\), the first term is \(q/2+\ln[(1-e^{-q})/q]\) and the second is \(3q/2+3q/(e^q-1)\). The right side is therefore \(\Gamma+2q\). Since \(2qA=2\mu b^2hn/(1-\nu)\), this part and the crossing term in (5) add to \(2\mu(1+\nu)b^2hn/(1-\nu)=Mhb^2n\). Moved to the left, it gives \(Mhb(f-bn)=A(L+\Gamma)\), which is (1).

## What each derivation assumes

Both need linear isotropic elasticity, equal constants in film and substrate, a flat surface, in-plane Burgers vectors and a fixed \(\alpha\).

The Fourier route assumes a periodic array from the start. It needs a core cutoff common to all spacings, because a divergent sum is matched to the isolated line. In return, the decoupling of the two arrays is immediate.

The real-space route puts the core into the line energy alone, and its sums converge. It also holds for irregular spacings, with \(S\) replaced by the average over the lines, and shows why the regular array is preferred. Put \(u=t=x^2/4h^2\). From (3),
\[
x\frac{d}{dx}\frac WA=-\frac{2(1+u+4u^2)}{(1+u)^3},
\]
and a further logarithmic derivative of \(-W'\) gives
\[
\frac{xW''}{W'}=-\frac{1+6u-7u^2+12u^3}{(1+u+4u^2)(1+u)} .
\]
The numerator is positive because \(6u+12u^3\ge2\sqrt{72}\,u^2>7u^2\). With \(W'<0\) it follows that \(W''>0\). At fixed density the mean distance between \(m\)-th neighbours is \(mp\), so by convexity no irregular arrangement has a lower pair energy.

A third, cruder treatment lets each line keep its isolated energy, that is, it sets \(g=0\) in (2). Minimisation then gives
\[
\varepsilon_0=\frac{\lambda b}h\ln\frac{\alpha h}b .\tag{6}
\]
This is the law of inverse thickness with a logarithmic correction. It counts the whole mean-strain repulsion \(Mhb^2n^2\) but omits \(g\), which is \(-q\) at low density. The omitted term \(-2nAq\) cancels the part of the repulsion due to parallel lines, leaving only the crossing energy at order \(n^2\).

Equation (6) gives a larger strain than (1) at every thickness above critical. Let \(V=W-xW'\). It decreases with \(x\), because \(V'=-xW''<0\). Its sum is therefore below its integral:
\[
\sum_{m\ge1}V(mp)<\frac1p\int_0^\infty V\,dx=\frac2p\int_0^\infty W\,dx=2qA .
\]
The first equality is an integration by parts. The second uses \(\int_0^\infty W\,dx=\frac12b^2G(0)=4\pi hA\). The left side is \(A(\Gamma+2q)\), so \(\Gamma<0\).

## Onset of relaxation

In (4), \(nW(m/n)\) has second derivative \(m^2W''/n^3>0\), and the crossing term is convex too. Among states with equal densities in the two arrays, the energy therefore has a single minimum. Its slope at \(n=0\) is \(-2Mhfb+2AL\), so lines appear continuously once \(fh>\lambda bL\). The critical thickness obeys
\[
fh_c=\lambda b\ln\frac{\alpha h_c}b ,\tag{7}
\]
the same in both treatments, because a first line has no neighbours. The larger root is meant, and it exists for \(f<\lambda\alpha/e\). The smaller root has \(\alpha h/b<e\), where core and surface are not separated. With (7), the isolated-line law (6) becomes
\[
\frac{\varepsilon_0}f=\frac{h_c}h\,\frac{\ln(\alpha h/b)}{\ln(\alpha h_c/b)} .
\]

Just above \(h_c\), let \(\delta=f-\varepsilon\) and expand \(\Gamma=-2q+\frac12q^2+\dots\), with \(q=4\pi h\delta/b\). Equation (1) becomes
\[
fh-\lambda bL=h\delta(1-8\pi\lambda)+\tfrac12\lambda bq^2=\frac{\nu}{1+\nu}h\delta+\tfrac12\lambda bq^2 .
\]
The isolated-line law has \(h\delta\) on the right. To leading order the relaxation on the equal-density branch is therefore faster by \((1+\nu)/\nu\). In the limit \(\nu=0\) crossings cost nothing, and the quadratic term alone limits the density. Then \(\lambda=1/8\pi\), and \(\delta=\sqrt{b(fh-\lambda bL)/(\pi h^2)}\) rises as a square root.

For \(\nu>0\) the equal-density branch is not the minimum near \(h_c\). Give the arrays separate densities \(n_1,n_2\). The crossing term of (4) becomes \(8\pi\nu hA\,n_1n_2\), and each array's own energy has second derivative \(4\pi hA(\Gamma'+2)\). The state \(n_1=n_2\) is stable against a transfer of lines from one array to the other only if \(\Gamma'(q)+2>2\nu\). Since \(\Gamma'+2\approx q\) at low density, this fails just above \(h_c\). There a single array forms. With \(D=Mhfb-AL\) and \(q_1=4\pi hn_1\), it obeys \(D=A(\Gamma+2q_1)\approx\frac12Aq_1^2\), so
\[
bn_1\approx\frac{b}{4\pi h}\sqrt{\frac{2(fh-\lambda bL)}{\lambda b}},
\]
while the strain along its lines stays at \(f\). Its energy gain grows as \(D^{3/2}\), against \(D^2\) for equal densities. Equation (7) is unchanged. For thick films \(\Gamma'\to0\) and the stability condition holds.

## Thick films

For \(q\gg1\), \(\Gamma=-\ln q-\frac32\) up to exponentially small terms. The thickness cancels inside the logarithm:
\[
h\varepsilon=\lambda b\left[\ln\frac{\alpha}{4\pi(f-\varepsilon)}-\frac32\right].
\]
Expanding \(-\ln(1-\varepsilon/f)\approx\varepsilon/f\) gives
\[
\varepsilon\approx\frac Ch\left(1+\frac{\lambda b}{fh}\right),\qquad C=\lambda b\left[\ln\frac\alpha{4\pi f}-\frac32\right].\tag{8}
\]
The strain field of a line in a dense array is cut off by its neighbours at a distance of order \(p\), not by the surface at \(h\). The surviving logarithm is that of \(p/b\approx1/f\). The residual strain keeps the sign of the misfit if \(C>0\), or \(f<\alpha e^{-3/2}/4\pi\). This holds whenever (7) has a root, since \(\lambda\alpha/e\) is smaller for every \(\nu>0\). For \(C<0\), (1) would give thick films a residual strain opposite in sign to the misfit; that range is not considered here.

## A numerical case

Take the round values \(\nu=0.25\), \(\mu=60\) GPa, \(b=0.4\) nm, \(f=0.01\), \(\alpha=4\). Then \(\lambda=1/(10\pi)=0.0318\) and \(M=200\) GPa. Equation (7) reads \(h_c=(1.273\ \text{nm})\ln(4h_c/b)\). Its larger root has logarithm 3.907, so \(h_c=4.97\) nm, or \(12.4\,b\). Equation (1), solved by root bracketing, and equation (6) give:

| \(h/h_c\) | \(\varepsilon\) (%) | \(\varepsilon_0\) (%) | \(h\varepsilon\) (nm) |
|---|---|---|---|
| 1.1 | 0.757 | 0.931 | 0.0414 |
| 2 | 0.287 | 0.589 | 0.0285 |
| 10 | 0.0515 | 0.159 | 0.0256 |
| 100 | 0.0050 | 0.0218 | 0.0250 |

The first row lies on the equal-density branch where it is unstable. For these values that branch is stable above \(1.13h_c\) and lowest in energy above \(1.15h_c\) (\(1.27h_c\) for \(\nu=0.33\)). At \(1.1h_c\) a single array, with strains 0.548% across and 1.000% along its lines, gains 2.26 mJ/m² against 2.00 mJ/m².

At \(2h_c\), \(h=9.95\) nm and \(p=0.4/(0.01-0.00287)=56\) nm, so \(q=4\pi\times9.95/56.1=2.23\). The spacing is still over five times the thickness, yet \(\varepsilon_0\) is twice \(\varepsilon\). The coherent film stores 199 mJ/m² there. Minimising (4) numerically gives an energy gain of 69 mJ/m², against 34 mJ/m² with isolated-line energies.

The thick-film constant is \(C=0.01273\,(3.460-1.5)=0.0250\) nm. At \(10h_c\), (8) gives \((0.02496/49.74)(1+1.273/49.74)=0.0515\%\), as in the table. Between \(2h_c\) and \(1000h_c\), \(h\varepsilon\) stays between 0.0250 and 0.0285 nm, while \(h\varepsilon_0\) grows from 0.059 to 0.138 nm.

The local exponent \(d\ln\varepsilon/d\ln h\), from central differences, is \(-2.46\) at \(1.1h_c\) (on the equal-density branch), \(-1.13\) at \(2h_c\), \(-1.16\) at \(5h_c\) and \(-1.03\) at \(10h_c\). For the isolated-line law it is \(-0.75\) at \(1.1h_c\) and \(-0.84\) at \(10h_c\). At the thicknesses listed for both, the correction to inverse thickness thus has opposite signs in the two treatments. This does not hold everywhere: the full law has exponent \(-0.97\) at \(2.5h_c\) and \(-0.96\) at \(2.8h_c\), so \(h\varepsilon\) rises slightly there before it falls towards \(C\).

The core parameter matters: between \(\alpha=3\) and 5, \(h_c\) runs from 4.5 to 5.4 nm and \(C\) from 0.021 to 0.028 nm. Halving the misfit raises \(C\) to 0.034 nm, an increase of \(\lambda b\ln2\).

These are equilibrium values for pure edge lines under a flat surface. Grown semiconductor layers usually relax through lines with inclined Burgers vectors, are held back by nucleation and glide barriers, and may roughen. Their residual strain is commonly well above the equilibrium value, so (1) and (8) describe the idealised equilibrium state and do not predict such layers.
